# Charge compensation of an ideal polar fluorite (001) slab

## Problem

Cubic hafnia and other oxides MO$_2$ with the fluorite structure are stacked along [001] as alternating planes of cations and anions. Consider a slab with $N$ cation planes and $N$ anion planes. It begins with a cation plane at $z=0$ and ends with an anion plane. The following assumptions define the ideal slab.

- The ions are rigid and carry the formal charges $+4e$ (M) and $-2e$ (O). There is no electronic screening and no relaxation.
- The slab is infinite in the $xy$ plane and isolated, with vacuum on both sides, no electrodes and no external field.
- "Potential" means the electrostatic potential $\phi(z)$ averaged over the $xy$ plane.

The potential step across the slab is defined as

$$V=\phi(\text{left vacuum})-\phi(\text{right vacuum}).$$

**(a)** Find the charge density $\sigma$ of a cation plane and the spacing $d$ of neighbouring planes in terms of the cubic lattice parameter $a$. Show that $V$ diverges as $N\to\infty$.

**(b)** Negative charge of density $\delta$ per unit area is taken from the outer anion plane and added to the outer cation plane. Find $V$ for any $\delta$. Show that $\delta=\sigma/2$ removes the divergence, and that no other value independent of $N$ does so. Does the step itself vanish?

**(c)** The transferred charge is now placed at a distance $s$ outside the cation plane. Find $V$ for $\delta=\sigma/2$, and interpret the case in which half of the outer anions move to the next anion site beyond the cation face.

**(d)** Where was the equal spacing used? Repeat (b) for a spacing $d_1$ inside each M–O bilayer and $d_2$ between bilayers.

**(e)** Evaluate the results for the round value $a=5.00$ Å. For (d) take $d_1=1.50$ Å and $d_2=1.00$ Å.

## Solution

### From ions to uniform planes

Let one plane of ions have its charge repeated periodically in $x$ and $y$. Its potential can be written as a Fourier series in the lateral reciprocal vectors $\mathbf G$. Away from the plane, Laplace's equation requires each component to satisfy $\phi_G''(z)=G^2\phi_G(z)$, so the components with $G\neq0$ decay as $e^{-G|z|}$. The component $G=0$ is the lateral average, and its source is the average charge density of the plane. For the averaged potential, each plane of ions is therefore equivalent to a uniformly charged sheet. A few lattice parameters outside the slab, the averaged potential is also the actual one, apart from exponentially small terms.

A sheet of density $\sigma_i$ at $z_i$ produces the field $\pm\sigma_i/(2\varepsilon_0)$ on its two sides, pointing away from it if $\sigma_i>0$. At a height $z$ between sheets, those to the left contribute with a plus sign and those to the right with a minus sign:

$$E(z)=\frac{1}{2\varepsilon_0}\Big(\sum_{z_i<z}\sigma_i-\sum_{z_i>z}\sigma_i\Big).$$

The slab is neutral, so the second sum is minus the first, and

$$E(z)=\frac{1}{\varepsilon_0}\sum_{z_i<z}\sigma_i. \tag{1}$$

Outside the slab the sum is zero on the left and the total charge, again zero, on the right. Both vacuum regions are field-free, and the step is well defined. Since $E=-d\phi/dz$,

$$V=\int E\,dz, \tag{2}$$

where the integral runs through the whole slab.

### (a) The uncompensated slab

In fluorite the cations form a face-centred cubic lattice and the anions fill all its tetrahedral sites. The cation planes lie at $z=0,\ a/2,\ a,\dots$ and the anion planes at $z=a/4,\ 3a/4,\dots$, so

$$d=\frac a4 .$$

An area $a\times a$ of a cation plane holds two M ions, with charge $2\times4e=8e$. The same area of an anion plane holds four O ions, with charge $4\times(-2e)=-8e$. The planes therefore carry $+\sigma$ and $-\sigma$ with

$$\sigma=\frac{8e}{a^2}.$$

Going from left to right, the accumulated charge in equation (1) is $\sigma$ after a cation plane and returns to zero after the next anion plane. The field is

$$E=\frac{\sigma}{\varepsilon_0}\ \text{inside each bilayer},\qquad E=0\ \text{between bilayers}.$$

There are $N$ gaps of the first kind, each of width $d$, so equation (2) gives

$$V=\frac{N\sigma d}{\varepsilon_0}. \tag{3}$$

The potential is a descending staircase. Every bilayer is a small parallel-plate capacitor, and the $N$ capacitors are connected in series with the same orientation. The slab has $2N-1$ gaps and thickness $(2N-1)d$, so its mean field is

$$\frac{V}{(2N-1)d}=\frac{N}{2N-1}\,\frac{\sigma}{\varepsilon_0}\ \longrightarrow\ \frac{\sigma}{2\varepsilon_0}\qquad(N\to\infty).$$

The mean field does not fall off with thickness, and this is why the step diverges. Filling the gaps with a linear medium of fixed relative permittivity $\varepsilon_r$ would divide each field by $\varepsilon_r$. The growth would be slower, but still proportional to $N$.

### (b) Transfer between the end planes

Removing negative charge from the outer anion plane changes its density from $-\sigma$ to $-\sigma+\delta$. Adding it to the outer cation plane changes that density from $\sigma$ to $\sigma-\delta$. All inner planes keep $\pm\sigma$, and the slab remains neutral.

The accumulated charge is now $\sigma-\delta$ after the first plane. The following anion plane lowers it by $\sigma$, to $-\delta$, and the next cation plane raises it again to $\sigma-\delta$. Hence

$$E=\frac{\sigma-\delta}{\varepsilon_0}\ \text{in the } N \text{ gaps inside bilayers},\qquad
E=-\frac{\delta}{\varepsilon_0}\ \text{in the } N-1 \text{ gaps between them}.$$

Adding the contributions of all gaps,

$$V=\frac{d}{\varepsilon_0}\big[N(\sigma-\delta)-(N-1)\delta\big]
=\frac{d}{\varepsilon_0}\big[N\sigma-2N\delta+\delta\big],$$

that is,

$$V=\frac{d}{\varepsilon_0}\big[N(\sigma-2\delta)+\delta\big]. \tag{4}$$

For $\delta=0$ this returns equation (3). If $\delta$ does not depend on $N$, the first term grows without limit unless its coefficient is zero. The step is therefore bounded if and only if

$$\boxed{\;\delta=\frac{\sigma}{2}\;},\qquad\text{and then}\qquad V=\frac{\sigma d}{2\varepsilon_0}\ \text{ for every } N. \tag{5}$$

The reason for the factor one half can be read from the fields. Over one repeat length $2d$, the mean field is

$$\bar E=\frac{1}{2d}\left[\frac{\sigma-\delta}{\varepsilon_0}\,d-\frac{\delta}{\varepsilon_0}\,d\right]=\frac{\sigma-2\delta}{2\varepsilon_0}. \tag{6}$$

Without transfer the field is $\sigma/\varepsilon_0$ in half of the thickness and zero in the other half. The transferred charge adds a uniform field $-\delta/\varepsilon_0$ between the two faces. It must cancel the average $\sigma/(2\varepsilon_0)$, not the full field inside a bilayer.

A bounded step alone would not exclude large excursions inside the slab, so the profile has to be checked as well. For $\delta=\sigma/2$ the fields alternate between $+\sigma/(2\varepsilon_0)$ and $-\sigma/(2\varepsilon_0)$. With $\phi=0$ in the left vacuum, the potential is $0$ at the first plane, $-\sigma d/(2\varepsilon_0)$ at the second, $0$ at the third, and so on. Between planes it is linear. It therefore stays in the band

$$-\frac{\sigma d}{2\varepsilon_0}\le\phi(z)\le0$$

for every thickness. All cation planes are at the upper edge of the band and all anion planes at the lower edge.

This also answers the last question. The step does not vanish, because the left vacuum is level with the cation planes and the right vacuum with the anion planes. What has disappeared is the drift of the potential from one bilayer to the next.

If $\delta$ may depend on $N$, equation (4) can be made zero:

$$N\sigma-(2N-1)\delta=0\quad\Rightarrow\quad
\delta_0=\frac{N}{2N-1}\,\sigma=\frac{\sigma}{2}+\frac{\sigma}{2(2N-1)}. \tag{7}$$

The last form follows from $2N=(2N-1)+1$. The correction to $\sigma/2$ vanishes as $1/N$. More generally, for $0\le\delta\le\sigma$ the second term of equation (4) is bounded, so $V$ is bounded exactly when $N(\sigma-2\delta)$ is. A thick slab must approach half transfer, with a deviation no larger than order $1/N$.

### (c) Where the transferred charge is placed

It is convenient to express the step through the dipole moment. A sheet has the potential $-\sigma_i|z-z_i|/(2\varepsilon_0)$, whose derivative reproduces the sheet field used above. To the left of all sheets $|z-z_i|=z_i-z$, and to the right $|z-z_i|=z-z_i$. With $\sum_i\sigma_i=0$ the terms in $z$ drop out, leaving

$$\phi_{\text{left}}=-\frac{1}{2\varepsilon_0}\sum_i\sigma_iz_i,\qquad
\phi_{\text{right}}=+\frac{1}{2\varepsilon_0}\sum_i\sigma_iz_i,$$

$$V=-\frac{1}{\varepsilon_0}\sum_i\sigma_iz_i. \tag{8}$$

Now a charge density $-\delta$ is moved from the anion face at $z=(2N-1)d$ to $z=-s$. The sum in equation (8) changes by

$$(-\delta)(-s)-(-\delta)(2N-1)d=\delta\,[\,s+(2N-1)d\,].$$

Starting from equation (3), the step becomes

$$V=\frac{1}{\varepsilon_0}\big\{N\sigma d-\delta\,[(2N-1)d+s]\big\}. \tag{9}$$

For $s=0$ this is equation (4). For $\delta=\sigma/2$ the terms proportional to $N$ cancel:

$$V=\frac{1}{\varepsilon_0}\left\{N\sigma d-N\sigma d+\frac{\sigma d}{2}-\frac{\sigma s}{2}\right\}
=\frac{\sigma(d-s)}{2\varepsilon_0}. \tag{10}$$

The amount of charge decides whether the potential diverges. At a fixed distance $s$, its exact position changes only the finite remainder.

The next anion site beyond the cation face is at $s=d$, where the step is zero. In this case half of the outer anions have been moved from one face to the other, and the sequence of planes is

$$-\tfrac{\sigma}{2},\ +\sigma,\ -\sigma,\ \dots,\ -\sigma,\ +\sigma,\ -\tfrac{\sigma}{2}.$$

It reads the same from both sides, so the plane charges have no dipole moment. Both faces end in a half-filled anion plane, and the composition is still MO$_2$. The field alternates between $-\sigma/(2\varepsilon_0)$ and $+\sigma/(2\varepsilon_0)$ in $2N$ gaps, so the potential again stays in a band of width $\sigma d/(2\varepsilon_0)$. Both vacuum regions are now level with the anion planes.

### (d) Unequal spacing

The fields in (b) depend on the plane charges alone and remain unchanged. The widths of the gaps are different, so

$$V=\frac{1}{\varepsilon_0}\big[N(\sigma-\delta)d_1-(N-1)\delta d_2\big]
=\frac{1}{\varepsilon_0}\big\{N[\sigma d_1-\delta(d_1+d_2)]+\delta d_2\big\}. \tag{11}$$

The coefficient of $N$ vanishes for

$$\frac{\delta}{\sigma}=\frac{d_1}{d_1+d_2},\qquad\text{with the remaining step}\qquad
V=\frac{\sigma d_1d_2}{\varepsilon_0(d_1+d_2)}. \tag{12}$$

The fraction is one half only if $d_1=d_2$. This is where the equal spacing enters.

The result also shows how a polar displacement of rigid ions changes the required transfer. Suppose that all anion planes are displaced rigidly by $u$, so that $d_1=d+u$ and $d_2=d-u$. Then $d_1+d_2=2d$, and

$$\delta=\sigma\,\frac{d+u}{2d}=\frac{\sigma}{2}+\frac{\sigma u}{2d}.$$

There is one anion plane of charge $-\sigma$ per thickness $2d$, so the displacement creates a dipole moment per volume of magnitude $\sigma u/(2d)$. The required transfer is thus the half-plane charge of the undisplaced slab plus the polarization due to the displacement. Reversing $u$ changes the sign of the second part and leaves the first part in place. This rigid displacement is a model and does not represent the detailed structure of polar hafnia.

### (e) Numbers

For $a=5.00$ Å the spacing is $d=1.25$ Å, and

$$\sigma=\frac{8e}{a^2}=5.127\ \text{C/m}^2,\qquad \frac{\sigma}{2}=2.563\ \text{C/m}^2 .$$

The transferred charge is $4e$ per area $a\times a$. In the relocated structure this corresponds to two O ions.

The field inside an uncompensated bilayer is $\sigma/\varepsilon_0=5.790\times10^{11}$ V/m. Each bilayer adds

$$\frac{\sigma d}{\varepsilon_0}=(5.790\times10^{11}\ \text{V/m})(1.25\times10^{-10}\ \text{m})=72.4\ \text{V}.$$

The steps in volts are as follows. The column "0.45" is an in-plane transfer that falls slightly short of one half.

| $N$ | none | 0.45 | half, $s=0$ | half, $s=d$ |
|---:|---:|---:|---:|---:|
| 1 | 72.4 | 39.8 | 36.2 | 0 |
| 4 | 289.5 | 61.5 | 36.2 | 0 |
| 16 | 1158.1 | 148.4 | 36.2 | 0 |

For the fraction 0.45, equation (4) gives a growth of $(1-0.90)\times72.4=7.24$ V per bilayer. At $N=16$ the step is $16\times7.24+0.45\times72.4=148.4$ V. A transfer that is only nearly one half slows the divergence without removing it.

The in-plane transfer that makes the step zero is $0.667\,\sigma$ for $N=2$, $0.571\,\sigma$ for $N=4$ and $0.505\,\sigma$ for $N=50$. It approaches one half as equation (7) requires.

For the unequal spacings, the required fraction is $1.50/2.50=0.600$. The remaining step is

$$(5.790\times10^{11}\ \text{V/m})\,\frac{1.50\times1.00}{2.50}\times10^{-10}\ \text{m}=34.7\ \text{V}.$$

If exactly half were transferred in this slab, the step would be 86.9 V for $N=4$ and 260.6 V for $N=16$. The divergence has returned, with a growth of $(260.6-86.9)/12=14.5$ V per bilayer.

The replacement of ions by uniform planes was tested with a direct Coulomb sum over point ions, for $N=3$ and a square patch of $800\times800$ cells. The potential was taken on the axis, at a distance $2a$ beyond each face.

| Slab | point ions (V) | planes (V) |
|:---|---:|---:|
| no transfer | 215.86 | 217.14 |
| half, $s=0$ | 35.98 | 36.19 |
| half, $s=d$ | 0.00 | 0.00 |

The first two sums lie 0.59 % below the values for infinite planes. The finite patch accounts for this. Seen from far outside compared with the plane spacing, the slab acts as a dipole layer, and its potential at a height $H$ is proportional to the solid angle it covers. An infinite layer covers $2\pi$. For a square of half-side $b\gg H$, the missing part is, with polar coordinates $\rho,\theta$ in the plane,

$$\Delta\Omega\simeq\int_{\text{outside}}\frac{H\,\rho\,d\rho\,d\theta}{\rho^3}
=8H\int_0^{\pi/4}\frac{\cos\theta}{b}\,d\theta=\frac{4\sqrt2\,H}{b}.$$

Here $\rho=b/\cos\theta$ is the edge of the square in one of eight equal sectors. The relative loss is $\Delta\Omega/(2\pi)=2\sqrt2\,H/(\pi b)$. The three-bilayer slab is $5d=1.25a$ thick, so the mean height is $H=2a+0.625a=2.625a$. With $b=400a$ the loss is 0.59 %, in agreement with the sums.

The voltages belong to bare rigid ions and are not predictions for a real film. Their growth with $N$ nevertheless shows why a thick uncompensated slab is not a realistic state. Equivalent sites in neighbouring bilayers in the interior of the slab differ by 72 V, whereas the band gap of such an oxide is roughly a few electronvolts. The size of the vacuum step alone is not the criterion. The bare step of 36 V left after half transfer also exceeds the gap, but there equivalent interior sites are level and nothing accumulates. Even with considerable screening, the accumulated difference exceeds the gap in a sufficiently thick slab. Electrons then lower their energy by passing from the anion face to the cation face, where the averaged potential is higher by an amount that grows with $N$. The potential at an ionic site also contains a local (Madelung) part, which does not grow with $N$ and favours electrons on the anions. The accumulated step has to overcome it: for bare point ions the outer cation site lies 33 V below the outer anion site at $N=1$, and 39 V above it at $N=2$. This is the direction of transfer assumed in (b). The model does not determine whether a real surface is compensated by electrons, by relocated ions or by adsorbed charge. With electrodes present, their charges must be included among the $\sigma_i$ and can supply part or all of the compensation. The complete set of computed values is given in the numerical output.

## Table of computed values

```
lattice parameter a = 5.00 angstrom
plane spacing d = 1.250 angstrom
plane charge per a x a area = 8.0 e
plane charge density sigma = 5.1270 C/m^2
transferred density sigma/2 = 2.5635 C/m^2
O ions relocated per a x a area = 2
field in bilayer, no transfer = 5.7904e+11 V/m
field amplitude, half transfer = 2.8952e+11 V/m
step per bilayer sigma*d/eps0 = 72.381 V
steps in V: none, fraction 0.45, half in-plane, half relocated
N =  1: 72.381, 39.809, 36.190, 0.000
N =  2: 144.761, 47.047, 36.190, 0.000
N =  4: 289.522, 61.523, 36.190, 0.000
N =  8: 579.044, 90.476, 36.190, 0.000
N = 16: 1158.088, 148.380, 36.190, 0.000
potential band, half in-plane, N = 16: 36.190 V
zero-step transfer fraction, N = 2: 0.66667
zero-step transfer fraction, N = 4: 0.57143
zero-step transfer fraction, N = 16: 0.51613
zero-step transfer fraction, N = 50: 0.50505
unequal spacings d1, d2 = 1.50, 1.00 angstrom
required fraction, unequal spacings = 0.6000
residual step, unequal spacings = 34.743 V
unequal spacings, half transfer, N = 4: 86.857 V
unequal spacings, half transfer, N = 16: 260.570 V
point-ion patch: 800 x 800 cells, N = 3
no transfer: point ions 215.859 V, planes 217.142 V
half in-plane: point ions 35.976 V, planes 36.190 V
relocated: point ions 0.000 V, planes 0.000 V
```
